Midpoint quadrature error for impact ionization in a linear field

**Problem**

A device simulator stores the electric field at cell centres and needs the integral of the impact-ionization coefficient

α(E) = a exp(−b/E), a > 0, b > 0,

along a field line. It replaces the integral over each cell by the cell width times α at the centre. Take the field magnitude to be linear in position and positive throughout the cell.

(a) Derive the leading error of this midpoint rule for one cell of width h, centre field E and field slope s, and give its sign.

(b) Find the spacing at which the error is one percent of the true cell integral. State where the result fails, and find what replaces it there.

(c) Apply the result to a one-sided GaN p⁺n diode with donor density 2×10¹⁶ cm⁻³, relative permittivity 10 and peak field 2.1 MV/cm. For holes use a = 5×10⁶ cm⁻¹ and b = 14 MV/cm. Treat a cell centred at 2.0 MV/cm, then a uniform mesh reaching down to 1.0 MV/cm.

(d) Compare the quadrature error with the errors of the physical model.

**Solution**

**(a) The error of one cell**

Put x = 0 at the cell centre and let x increase towards higher field, so that the field is E + sx with s > 0. The true integral I and the midpoint value M are

I = ∫ α(E + sx) dx, from x = −h/2 to h/2,

M = hα(E).

Since α is smooth for positive field, it can be expanded about the centre. Odd powers of x integrate to zero over the symmetric cell. The even powers give

∫ x² dx = h³/12, ∫ x⁴ dx = h⁵/80.

Dividing by 2! and 4! respectively,

I − M = (h³/24) α_xx + (h⁵/1920) α_xxxx + O(h⁷),

where subscripts denote derivatives taken at the centre. Because the field is linear, each x-derivative is s times a field derivative:

α_xx = s² α_EE, α_xxxx = s⁴ α_EEEE.

Only even powers of s occur, so the error does not depend on the direction in which the field rises.

The derivative of −b/E is b/E². Hence

α_E = α b/E².

Differentiating this product gives

α_EE = (α b/E²)(b/E²) − 2αb/E³ = α b(b − 2E)/E⁴.

The leading error is therefore

I − M ≈ h³ s² α(E) b(b − 2E)/(24E⁴).

For E < b/2 the coefficient is convex in position, and the midpoint rule underestimates the integral. For E > b/2 it is concave, and the rule overestimates it. These signs hold as long as the leading term dominates.

Two dimensionless numbers simplify the result:

u = b/E, δ = sh/E.

Here δ is the fractional field change across the cell; a positive field throughout requires δ < 2. Dividing by M = hα gives

r = (I − M)/M ≈ u(u − 2)δ²/24.

The next term shows when this approximation can be trusted. Two more differentiations give

α_EEE = α(b³/E⁶ − 6b²/E⁵ + 6b/E⁴),

α_EEEE = α(b⁴/E⁸ − 12b³/E⁷ + 36b²/E⁶ − 24b/E⁵).

Multiplying the last line by s⁴h⁴/(1920α) gives the next term of r:

r₄ = u(u³ − 12u² + 36u − 24)δ⁴/1920.

**(b) The one-percent spacing**

Let η be the tolerance on |I − M|/I. Since I = M(1 + r), this error equals |r|/(1 + r), which differs from |r| only at higher order. To leading order,

|u(u − 2)|δ²/24 = η.

Solving for δ and using h = δE/s,

h = (E/s) √(24η/|u(u − 2)|) = (E²/s) √(24η/(b|b − 2E|)).

For one percent, 24η = 0.24.

When E is much smaller than b/2, |b − 2E| is close to b, and

h ≈ √(24η) E²/(sb), or δu ≈ √0.24 ≈ 0.49.

The product δu is, to first order, the change of the exponent b/E across the cell. What must be resolved is this exponent, not the field itself: in this limit α may change by a factor of about e^0.49 ≈ 1.6 from edge to edge, and at u = 7 by about 1.8. Since h falls as E², a fixed relative accuracy cannot be kept down to zero field with a finite uniform spacing. A low-field cutoff is needed if every cell is to meet the tolerance; the integral as a whole is less demanding, because cells at very low field contribute almost nothing to it.

The formula fails near E = b/2, where the curvature vanishes and the predicted spacing diverges. The fourth-order term then sets the error. At u = 2,

r₄ = 2(8 − 48 + 72 − 24)δ⁴/1920 = δ⁴/120.

Setting this equal to 0.01 gives

δ = (1.2)^(1/4) = 1.047.

Finding the one-percent point from the full integral gives 1.049.

The width of the region of failure follows by comparing the two terms. Near u = 2 the leading term is approximately (u − 2)δ²/12, and at the predicted spacing δ² = 12η/|u − 2|. The ratio of the magnitudes is

(δ⁴/120)/(|u − 2|δ²/12) = δ²/(10|u − 2|) = 1.2η/(u − 2)².

This is small only if |u − 2| is much larger than √(1.2η), which is 0.11 for one percent. At u = 2.2 this estimate of the ratio is 0.3 (0.26 with the coefficients evaluated at u = 2.2), and the leading formula indeed gives a spacing 10% larger than the true one-percent spacing. For 0.94 < u < 2 the two terms have opposite signs and partly cancel, which can put the predicted spacing far below the true one. At u = 1.8 the overestimate peaks at about 0.74%, near δ = 1; the error then changes sign and first reaches one percent at δ = 1.59, almost twice the predicted 0.82. At u = 1, 3, 7 and 14 the leading formula agrees with the full calculation to within 0.6%. The first three values lie close to zeros of r₄, at u = 0.94, 3.31 and 7.76; at u = 1.5 the formula is 2% short, and at u = 1.7 it is 9% short.

The formula also fails for E much larger than b. There u(2 − u) is small, so the predicted δ is not small and can even exceed the limit of 2. The full integral, whose closed form is given in part (c), must then be used. It may show that no one-percent spacing exists: at u = 0.003 the error stays below one percent for every δ < 2. Such fields lie far above those of the example.

**(c) The GaN diode**

In a fully depleted n layer with uniform doping, Gauss's law gives

s = qN_D/(ε_r ε₀) = 0.3619 MV/cm per µm.

With the p⁺ side neglected, the depletion width is

2.1/0.3619 = 5.80 µm,

and the area under the triangular field profile gives a junction voltage of 609 V.

At the chosen cell centre, u = 14/2.0 = 7 and α = 4559 cm⁻¹. With fields in MV/cm and lengths in µm,

h = (2.0²/0.3619) √[0.24/(14 × 10)] = 0.458 µm = 458 nm.

The field changes by 8.3% across this cell, which lies wholly inside the depletion layer.

The prediction can be compared with the true integral, because α has a closed antiderivative. Define the exponential integral by

E₁(z) = ∫ exp(−t)/t dt, from t = z to ∞.

Its derivative is −exp(−z)/z, so the chain rule with z = b/E gives

d[E₁(b/E)]/dE = exp(−b/E)/E.

Consequently,

d[E exp(−b/E) − bE₁(b/E)]/dE = exp(−b/E)(1 + b/E − b/E) = exp(−b/E).

Taking the difference of this antiderivative between the two edge fields and multiplying by a/s gives, for the 458 nm cell,

I = 0.210736, M = 0.208650, I − M = 0.002086.

The error is 0.990% of the true integral. The spacing for one percent is 460 nm, so the leading formula is 0.5% short. Nearly all of this difference comes from dividing by I rather than M: the fourth-order term is only −0.0003% of M.

At the 1.0 MV/cm cutoff, u = 14 and

h = (1.0²/0.3619) √[0.24/(14 × 12)] = 0.104 µm = 104 nm.

Halving the field has reduced the allowed spacing by a factor of 4.4. The distance from the cutoff to the junction is 3.039 µm, so a uniform mesh whose spacing does not exceed 104 nm has at least 30 cells, here of 101.3 nm. Its largest local error is 0.87%. This is below one percent because the spacing was rounded down and the lowest cell centre lies half a cell above the cutoff.

The error of the whole sum is much smaller. Since every cell integral is positive, a local error of at most η in each cell implies

|Σ(I_k − M_k)| ≤ Σ|I_k − M_k| ≤ η ΣI_k.

This is a bound, and the actual error can be estimated. Summing the leading errors at fixed h approximates an integral of α_xx:

Σ(I_k − M_k) ≈ (h²/24) ∫ α_xx dx = (h²/24)[α_x(junction) − α_x(cutoff)],

with α_x = sαb/E². For this mesh the estimate and the actual error both come to 0.072% of the integral over the mesh. The reason is the distribution of α: the cells near the junction carry most of the integral, and there the spacing is far finer than one percent requires. At 2.0 MV/cm the local error is about 1% × (101.3/458)² = 0.05%.

The region below the cutoff contributes 0.017% of the total hole ionization integral, which is 0.436. The cutoff is therefore harmless for this integral at this peak field.

**(d) Numerical and physical accuracy**

The calculation so far includes holes alone. Let x now be the distance from the junction, P the hole flux towards it and N the electron flux away from it. Both carriers ionize, and each event adds one of each:

−dP/dx = dN/dx = α_p P + α_n N.

Holes enter at the far edge of the depletion layer, and no electrons enter at the junction. The multiplication is the hole flux leaving at the junction divided by that entering. Without electron ionization it is exp(0.436) = 1.546. Solving the two equations numerically, with rough electron parameters a = 3×10⁷ cm⁻¹ and b = 23 MV/cm, gives 1.554. At fixed doping, this two-carrier model breaks down, meaning that the multiplication diverges, at a peak field of about 2.65 MV/cm and a voltage of about 970 V. The example is thus below breakdown, and its fields lie far below b/2 = 7 MV/cm, on the side where the midpoint rule underestimates.

A local coefficient also assumes that a hole responds at once to the field where it is. With a rough ionization threshold of 5 eV, a hole must travel at least

5 V/(2.0 MV/cm) = 25 nm

to gain that energy. Holes move towards higher field, so the field 25 nm earlier on their path was lower. Using that field reduces α by 3.1%. This is a rough measure of the nonlocal effect at this field, based on the shortest, loss-free distance; it is not a transport calculation. The same estimate at 1.0 MV/cm gives about 50 nm and a reduction of 23%.

A temperature rise of 100 K matters more at this field. If b rises by a rough fraction of 3×10⁻⁴ per kelvin, a 100 K rise increases it by 3%, and at fixed a and E

α(hot)/α = exp(−7 × 0.03) = 0.81.

This is a reduction of 19%. The spacing changes much less: with b = 14.42 MV/cm the formula gives about 442 nm instead of 458 nm.

Direct band-to-band tunnelling can be sized with a triangular barrier. For gap G, mass m and field F, the exponent is twice the integral of the decay constant:

2∫ √[2m(G − qFx)]/ħ dx = 4√(2m) G^(3/2)/(3qħF),

taken from x = 0 to G/(qF). A rough gap of 3.4 eV and a mass of 0.2 electron masses give 91 at the peak field. This one-band barrier overstates the exponent: a two-band decay constant, which vanishes at both band edges, gives 54 with the same mass. Both exponents scale as √m, so the two-band value would fall to 38 for a mass of 0.1. For a mass near 0.2, either value makes direct tunnelling negligible here; tunnelling through defects is not covered by the estimate.

The ionization parameters are rough typical values, and published sets differ considerably. Real devices also depart from a constant slope through nonuniform doping and field crowding at edges. For a uniform doping change at fixed centre field, h varies as 1/N_D, so 10% more doping reduces the spacing by about 9%. At a crowded edge the one-dimensional linear profile fails, and the curvature of α along the actual field line must be used. The one-percent criterion controls the quadrature alone: at 2.0 MV/cm an error of only 1% in b already changes α by about 7%. The remaining digits are in the numerical output.

Values computed for the example and the checks

```
hole prefactor a: 5e+06 1/cm
hole field parameter b: 14 MV/cm
donor density: 2e+16 cm^-3
relative permittivity: 10
peak field: 2.1 MV/cm
field slope s: 0.3619 MV/cm per um
depletion width: 5.803 um
junction voltage: 609.3 V
cell centre field: 2 MV/cm
u at cell centre: 7
alpha at cell centre: 4559 1/cm
leading coefficient u(u-2)/24: 1.45833
delta for one percent, leading: 0.08281
one-percent spacing, leading: 457.63 nm
one-percent spacing, exact: 460.00 nm
true cell integral at leading spacing: 0.210736
midpoint cell value at leading spacing: 0.208650
true minus midpoint: 2.08589e-03
leading formula for this difference: 2.08650e-03
error relative to true integral: 0.9898 %
quartic term of r: -0.00029 %
leading/exact spacing at u=1: 1.0032
leading/exact spacing at u=2.2: 1.0976
leading/exact spacing at u=3: 0.9964
leading/exact spacing at u=7: 0.9948
leading/exact spacing at u=14: 0.9956
delta at u=2, quartic estimate: 1.0466
delta at u=2, exact: 1.0487
cutoff field: 1 MV/cm
one-percent spacing at cutoff: 104.44 nm
mesh length: 3.039 um
number of uniform cells: 30
uniform spacing: 101.32 nm
largest local error on mesh: 0.8659 %
global error on mesh: 0.07152 %
global error from end slopes: 0.07153 %
total hole ionization integral: 0.43594
fraction omitted below cutoff: 0.01659 %
electron prefactor: 3e+07 1/cm
electron field parameter: 23 MV/cm
electron/hole alpha ratio at peak: 0.08258
multiplication, both carriers: 1.554
multiplication, holes only: 1.546
breakdown peak field: 2.647 MV/cm
breakdown voltage: 967.7 V
rough ionization threshold: 5 eV
carrier lag length: 25 nm
alpha change from field lag: -3.13 %
rough fractional slope of b: 0.0003 1/K
temperature rise: 100 K
alpha change from temperature: -18.94 %
rough band gap: 3.4 eV
rough tunnelling mass: 0.2 electron masses
tunnelling exponent at peak field: 91.2
```
